# Jahn-Teller distortion and bond inequivalence of a tetramethyltin T2 hole

## Two holes with the same initial energy

Take four equivalent bonds pointing from tin to the corners of a tetrahedron, along

$$
\begin{aligned}
s_1&=(1,1,1), & s_2&=(1,-1,-1),\\
s_3&=(-1,1,-1), & s_4&=(-1,-1,1).
\end{aligned}
$$

Let $b_i$ be the orthonormal orbital localized on bond $i$. Compare two places for a hole:

$$
t_z=\tfrac12(b_1-b_2-b_3+b_4),\qquad
t_{111}=\tfrac{1}{2\sqrt3}(3b_1-b_2-b_3-b_4).
$$

Both are orthogonal to the in-phase sum of the bonds, and they are degenerate in the undistorted molecule. The squared coefficients give bond shares $(1/4,1/4,1/4,1/4)$ for $t_z$ and $(3/4,1/12,1/12,1/12)$ for $t_{111}$. The first hole weakens all bonds equally; the second mainly weakens one.

Suppose that each bond has stiffness $k$, and that a full hole on it exerts a lengthening force $F$. With hole share $p_i$, the energy $kq_i^2/2-Fp_iq_i$ is least at $q_i=Fp_i/k$, where it equals $-F^2p_i^2/(2k)$. The two holes therefore gain

$$
\frac{F^2}{2k}\cdot\frac14=\frac{F^2}{8k},\qquad
\frac{F^2}{2k}\left(\frac9{16}+\frac3{144}\right)=\frac{7F^2}{24k}.
$$

Stretching favours the unequal hole by $F^2/(6k)$. Bending can favour the equal one. Jahn-Teller activity thus permits inequivalent bonds, but the competition between these distortions decides whether they occur.

## Symmetry and orbital energies

Each methyl group is treated as a single ligand, so the skeleton has symmetry $T_d$. In the class order $E,8C_3,3C_2,6S_4,6\sigma_d$, the numbers of unmoved bonds are $(4,1,0,0,2)$. The characters of $T_2$ are $(3,0,-1,-1,1)$, hence

$$
n_{A_1}=\frac{4+8+12}{24}=1,\qquad
n_{T_2}=\frac{4\cdot3+6\cdot2\cdot1}{24}=1.
$$

These account for all $1+3=4$ dimensions, so the bonds span $A_1+T_2$. The $T_2$ orbitals are

$$
t_a=\frac12\sum_i s_{ia}b_i,\qquad a=x,y,z,
$$

which are orthonormal because $\sum_i s_{ia}s_{ib}=4\delta_{ab}$.

Give each bond orbital energy $\alpha$ and each pair the coupling $\beta$. The matrix is $(\alpha-\beta)I+\beta J$, where every element of $J$ is one. On the in-phase orbital $J$ gives 4; on each $t_a$ it gives zero, since $\sum_i s_{ia}=0$. Thus

$$
\epsilon_{A_1}=\alpha+3\beta,\qquad \epsilon_{T_2}=\alpha-\beta.
$$

For $\beta<0$, $T_2$ is the upper filled set and receives the first hole.

Without spin-orbit coupling, the hole matrix is real and symmetric. Its possible symmetries are those of the symmetric square of $T_2$, with characters

$$
\tfrac12[\chi(g)^2+\chi(g^2)]=(6,0,2,0,2).
$$

Using the $E$ characters $(2,-1,2,0,0)$, the multiplicities are

$$
\begin{aligned}
n_{A_1}&=(6+3\cdot2+6\cdot2)/24=1,\\
n_E&=(12+3\cdot4)/24=1,\\
n_{T_2}&=(18-3\cdot2+6\cdot2)/24=1.
\end{aligned}
$$

The five-atom skeleton has displacement characters $(15,0,-1,-1,3)$. Subtracting translations, $(3,0,-1,-1,1)$, and rotations, $(3,0,-1,1,-1)$, leaves $(9,0,1,-1,3)$. The same projection gives vibrations $A_1+E+2T_2$. Both $e$ and $t_2$ distortions can therefore couple linearly. Symmetry allows these forces; their sizes must come from the electronic structure.

## The stretch coupling

In the one-electron (Koopmans) picture, the ion's energy is the neutral energy minus the energy of the emptied orbital. Let stretching bond $i$ raise its orbital energy by $Fq_i$, with $F>0$. The hole energy changes by the opposite amount, so in the $T_2$ basis

$$
H^{\rm str}_{ab}=-\frac F4\sum_i q_i s_{ia}s_{ib}.
$$

The neutral molecule supplies the elastic energy $\frac k2\sum_iq_i^2$.

To see the linear force, set $q=\delta(3,-1,-1,-1)/\sqrt{12}$, a normalized $t_2$ pattern of amplitude $\delta$. Since $\sum_i s_is_i^{\mathsf T}=4I$,

$$
\begin{aligned}
H^{\rm str}
&=-\frac{F\delta}{4\sqrt{12}}
\left(4s_1s_1^{\mathsf T}-\sum_i s_is_i^{\mathsf T}\right)\\
&=-\frac{F\delta}{\sqrt{12}}(s_1s_1^{\mathsf T}-I).
\end{aligned}
$$

The matrix in parentheses has eigenvalues $2,-1,-1$. For $\delta>0$ the lowest level has slope $-F/\sqrt3$; for the opposite distortion its slope with respect to $|\delta|$ is $-F/\sqrt{12}$. Elastic energy is quadratic, so it cannot prevent an initial descent. This is the Jahn-Teller instability.

The trace of this matrix is zero, so a filled $T_2$ shell has no such linear force. Nor has an $A_1$ hole: its shares are all $1/4$, and the four $q_i$ sum to zero.

## Energy as a function of the hole

Write the hole as $\sum_a n_at_a$, with $n$ a real unit vector. Vectors $n$ and $-n$ describe the same state. Its share on bond $i$ is

$$
p_i=\frac{(n\cdot s_i)^2}{4},\qquad \sum_ip_i=1.
$$

Define $u=(n_yn_z,n_zn_x,n_xn_y)$ and $w=u\cdot u$. Each $s_i$ has component product $+1$, so $s_{iy}s_{iz}=s_{ix}$, and cyclically. Hence $(n\cdot s_i)^2=1+2s_i\cdot u$. Squaring and summing gives

$$
\sum_ip_i^2=\frac1{16}\sum_i
\left[1+4s_i\cdot u+4(s_i\cdot u)^2\right]
=\frac1{16}(4+16w)=\frac14+w.
$$

The linear term vanishes because $\sum_is_i=0$; the last term uses $\sum_is_is_i^{\mathsf T}=4I$. Relaxing the stretches therefore gives

$$
E_{\rm str}(n)=-\frac{F^2}{2k}\left(\frac14+w\right)
=-E_A-3E_Tw,
$$

where $E_A=F^2/(8k)$ and $E_T=F^2/(6k)$. The first term is a symmetric expansion.

Bends change the couplings between bonds. Bond pairs $(1,2),(3,4)$ belong to the $x$ axis, $(1,3),(2,4)$ to $y$, and $(1,4),(2,3)$ to $z$. In an $e$ bend, both couplings belonging to axis $a$ change by $c_a$, with $c_x+c_y+c_z=0$. For $t_z$, the two $z$ pairs have coefficient product $+1/4$, and the other four have $-1/4$. Counting both orders of each pair,

$$
\langle t_z|\delta h|t_z\rangle
=\tfrac12(2c_z-2c_x-2c_y)=2c_z.
$$

The other diagonal elements follow cyclically. For the $xy$ element, the two $z$ pairs contribute opposite amounts. Within an $x$ pair, the $x$ signs agree and the $y$ signs oppose, so its two orders cancel; the $y$ pairs cancel likewise. The other off-diagonal elements also vanish by cyclic symmetry.

With normalized bend coordinates $Q_\theta,Q_\epsilon$, and their signs chosen to absorb the sign of the hole energy, the coupling has the form $F_E(Q_\theta M_\theta+Q_\epsilon M_\epsilon)$, where

$$
\begin{aligned}
M_\theta&=\operatorname{diag}(-\tfrac12,-\tfrac12,1),\\
M_\epsilon&=\operatorname{diag}(\tfrac{\sqrt3}{2},-\tfrac{\sqrt3}{2},0).
\end{aligned}
$$

Set $X=n_x^2$, $Y=n_y^2$, $Z=n_z^2$. The two expectation values are $m_\theta=Z-(X+Y)/2$ and $m_\epsilon=\sqrt3(X-Y)/2$. Their squares sum to

$$
\begin{aligned}
m_\theta^2+m_\epsilon^2
&=X^2+Y^2+Z^2-XY-YZ-ZX\\
&=(1-2w)-w=1-3w.
\end{aligned}
$$

For elastic energy $K_E(Q_\theta^2+Q_\epsilon^2)/2$, the minimum is at $Q_r=-F_Em_r/K_E$. Its contribution is $-E_E(1-3w)$, with $E_E=F_E^2/(2K_E)$. Altogether,

$$
E(n)=-E_A-E_E-3(E_T-E_E)w.
$$

The lowest eigenvalue of a real symmetric matrix is its minimum expectation value over real $n$. Minimizing first over the lattice and then over $n$ therefore gives the global minimum of the lowest energy surface.

## Which bonds become unequal?

Because $w=(1-X^2-Y^2-Z^2)/2$ and $X+Y+Z=1$, its range is $0\leq w\leq1/3$. Within this linear, harmonic model there are three cases.

- If $E_T>E_E$, the minima have $w=1/3$ and lie along the four body diagonals. Each has one long and three short bonds, $q_{\rm long}=3F/(4k)$ and $q_{\rm short}=F/(12k)$.
- If $E_E>E_T$, the minima have $w=0$ and lie along the three cubic axes. The angles distort, but every bond changes by $F/(4k)$.
- If $E_E=E_T$, all hole directions have the same relaxed energy. Terms omitted from the model must select a distortion.

Going between two diagonal wells changes the relative signs of the components of $n$, so a continuous path must cross a coordinate plane. There $w=XY\leq1/4$, up to relabelling. The best crossing is $n=(1,1,0)/\sqrt2$, with $w=1/4$, and the barrier is

$$
E_b=3(E_T-E_E)\left(\frac13-\frac14\right)
=\frac{E_T-E_E}{4}.
$$

At the crossing, the shares are $1/2,1/2,0,0$. Two long bonds thus mark a saddle in this model, not a stable structure. A numerical Hessian at this point, for the example below, had one negative curvature.

## Numerical example

Take the rough values $k=1400$ eV/nm², $F=40$ eV/nm, $K_E=120$ eV/nm² and $F_E=3$ eV/nm. The stretch values lie in the regime of tetramethyltin for the $t_2$ pattern. The model uses the same $F$ for the symmetric stretch, where the real force can be about half as large. $E_A$ and the separate extensions are then overestimated, while the long-minus-short difference is unaffected. The bend coordinates are measured as normalized sideways displacements of the ligands. The bend force is set low to show the trigonal case: in the real molecule it can be about three times larger, and bends can then gain more energy than stretches. The example illustrates the model and does not predict the ion's structure. These inputs give

$$
\begin{aligned}
E_A&=\frac{40^2}{8\cdot1400}=0.143\ {\rm eV},\\
E_T&=\frac{40^2}{6\cdot1400}=0.190\ {\rm eV},\\
E_E&=\frac{3^2}{2\cdot120}=0.0375\ {\rm eV}.
\end{aligned}
$$

With these inputs the trigonal case applies. Since $F/k=0.0286$ nm, the long bond grows by 0.0214 nm and each short bond by 0.0024 nm. Their difference is 0.0190 nm, or 0.190 Å. Minimization over all four stretches and two bends independently gave these lengths and a total energy of $-0.333$ eV relative to the undistorted ion.

With the other inputs fixed, the structure changes type at $F_E=\sqrt{2K_EE_T}=6.76$ eV/nm. Raising $F_E$ to 9 eV/nm gave four equal extensions of 0.0071 nm. The bend force is therefore an input to determine, not a detail to discard.

An implementation should start its minimization away from the undistorted point: the lowest eigenvalue has a cone there, and its gradient is undefined. Several starts are needed to find equivalent wells.

## Motion between the wells

In the example, the barrier is $(0.1905-0.0375)/4=0.038$ eV, while $k_BT=0.026$ eV at 300 K. Their ratio is about 1.5, so the barrier does not securely confine the distortion to one well.

Quantum motion also matters. For stretches, tin recoil adds $u_i\cdot u_j/M$ to the inverse-mass matrix, where $u_i$ are unit bond vectors and $M$ is the tin mass. The diagonal product is 1 and the others are $-1/3$, so the $t_2$ eigenvalue is $4/3$. With methyl mass $m$,

$$
\hbar\omega=\hbar\sqrt{k\left(\frac1m+\frac4{3M}\right)}
=0.0675\ {\rm eV}.
$$

The zero-point energy of even one such mode, 0.034 eV, is close to the barrier. A calculation retaining the three $t_2$ stretches but no bends, for which the barrier is $E_T/4=0.048$ eV, gave a tunnelling splitting $\Delta=0.0083$ eV. The corresponding time $h/\Delta$ is about 500 fs. It is a scale for motion among wells in the stretch-only model, not a prediction for the full ion, because bends alter both the barrier and the moving mass.

The average distortion over the three degenerate ground states was zero in this calculation. An isolated, symmetrically populated ion thus has equal average bond lengths despite its distorted wells. A single member of the triplet is different: the stationary combination aligned with a body diagonal has a mean long-minus-short difference of about 0.012 nm, reduced from the 0.019 nm of the well. Unequal mean lengths therefore need unequal population of the triplet, produced by the preparation or by strain or surroundings that favour one well.

## Size of the omitted effects

Each estimate below changes one feature while keeping the other example parameters fixed.

**Mixing with $A_1$.** For an illustrative $\beta=-0.90$ eV, the orbital gap is $4|\beta|=3.60$ eV. The gap in a real molecule can be larger, which would make the following corrections smaller. Retaining all four orbitals lowers the minimum by another 0.031 eV and increases the long-bond extension to 0.0236 nm, about 10% above the $T_2$-only value.

**Spin-orbit coupling.** A tin $p$ share of 0.20 and a rough atomic constant of 0.30 eV give an effective constant $\lambda=0.060$ eV. The undistorted hole gains $\lambda/2=0.030$ eV. A nondegenerate real orbital has no first-order gain, so distortion loses most of this energy. The Jahn-Teller gain falls from 0.19 to 0.16 eV, but the long bond changes by less than 1%.

**Anharmonic bonds.** Replace $q_i$ in both the elastic and hole energies by $y_i=(1-e^{-aq_i})/a$, with $a=\sqrt{k/(2D)}$. For $D=3.0$ eV, $a=15.3$ nm⁻¹. The minimum still has $y_i=Fp_i/k$, so

$$
q_i=-\frac1a\ln\left(1-\frac{aFp_i}{k}\right).
$$

The long-bond extension becomes 0.0260 nm, 21% above the harmonic result. This assumes that the hole force weakens with the same exponential as the bond. It does not describe bond rupture.

**Bends of $t_2$ symmetry.** Let a unit angular change alter a pair coupling by $g$. A normalized $e$ bend has largest diagonal element $4g/\sqrt{12}$, whose square is $4g^2/3$. Each $t_2$ bend has an off-diagonal element of size $g/\sqrt2$; at a body diagonal the three expectation values have squares summing to $3(2/3)^2g^2/2=2g^2/3$. For equal stiffness and no elastic coupling to stretches, $t_2$ bends in this pair-coupling model therefore gain half as much as $e$ bends: 0.019 eV here. The condition for unequal bonds becomes $E_T+E_E/2>E_E$, or $E_E<2E_T$. This moves the critical bend force to $\sqrt2\times6.76=9.6$ eV/nm, so the equal-bond result at 9 eV/nm would not survive this addition. The factor of one half belongs to the model: in tetramethyltin the two kinds of bend can gain about equally, so both must be included before deciding which structure is favoured. With equal bend gains and no elastic coupling, the bend terms cancel in the comparison and the stretch gain $E_T$ favours one long and three short bonds.

## Use for tin-based resists

The stretch quantum corresponds to about 540 cm⁻¹, near the rough 500 cm⁻¹ scale of tin-carbon stretches in tetramethyltin. That supports the scale of $k$, but does not validate $F$ or $F_E$. Where tin in a resist has both oxygen and carbon neighbours, the assumption of four equivalent ligands fails. As a limited illustration, make one tetrahedral ligand repel the hole strongly, while keeping the hole within the original $T_2$ set. Then $n$ is perpendicular to that ligand's $s_i$. Another bond vector has squared projection $3-1/3=8/3$ onto this plane, so its largest possible hole share is $(8/3)/4=2/3$. The upper limit of the harmonic extension therefore falls from $3F/(4k)=0.0214$ nm to $2F/(3k)=0.0190$ nm. This is a limit over hole directions, not a predicted bond length. Higher coordination needs a new orbital basis. The transferable part is local: a hole concentrated on a tin-carbon bond weakens it. Predicting cleavage also requires the dissociation path, charge transfer and energy loss to the surroundings.

The numerical output gives the inputs and results to further digits.

## Computed results

```
Bond orbital symmetry: {'A1': 1, 'T2': 1}
Symmetric square of T2: {'A1': 1, 'E': 1, 'T2': 1}
Vibrations of SnC4 skeleton: {'A1': 1, 'E': 1, 'T2': 2}
Hole axis: bond shares [0.25 0.25 0.25 0.25] sets [4]
Hole 111: bond shares [0.75   0.0833 0.0833 0.0833] sets [1, 3]
Hole 110: bond shares [0.5 0.  0.  0.5] sets [2, 2]
Stretch stiffness k: 1400.0 eV/nm^2
Hole force F: 40.0 eV/nm
Bend stiffness K_E: 120.0 eV/nm^2
Bend force F_E: 3.0 eV/nm
Orbital coupling beta: -0.90 eV
A1 level minus alpha: -2.70 eV
T2 level minus alpha: 0.90 eV
Slope, one bond lengthened: -23.09 eV/nm
Slope, opposite distortion: -11.55 eV/nm
A1 relaxation: 0.1429 eV
t2 stabilization E_T: 0.1905 eV
e stabilization E_E: 0.0375 eV
Critical bend force: 6.761 eV/nm
Numerical minimum energy: -0.3333 eV
Long bond change: 0.02143 nm
Short bond change: 0.00238 nm
Long minus short: 0.01905 nm
Long minus short: 0.1905 angstrom
Strong bend test force: 9.0 eV/nm
Strong bend: each bond change: 0.00714 nm
Barrier between trigonal wells: 0.0382 eV
Temperature: 300.0 K
Thermal energy: 0.0259 eV
A1-T2 gap: 3.60 eV
A1 mixing: extra energy gain: 0.0311 eV
A1 mixing: long bond change: 0.02359 nm
Tin p share: 0.20
Atomic spin-orbit constant: 0.30 eV
Effective spin-orbit constant: 0.060 eV
Spin-orbit: Jahn-Teller gain: 0.1635 eV
Spin-orbit: long bond change: 0.02132 nm
Morse depth: 3.00 eV
Morse range parameter: 15.275 1/nm
Morse: long bond change: 0.02596 nm
t2 bend gain / e bend gain: 0.500
t2 bend extra stabilization: 0.0187 eV
Methyl mass: 15.035 u
Tin mass: 118.71 u
t2 stretch quantum: 0.0675 eV
Stretch-only tunnelling splitting: 0.00832 eV
Stretch-only tunnelling period: 497.0 fs
```
